\section*{Spin accumulation resistance of one transparent ferromagnet–normal metal contact, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from two spin channels to the terminal voltage}

A ferromagnet F fills $-L_F<x<0$ and a normal metal N fills $0<x<L_N$. A steady charge current of density $J$ flows along $+x$, and nothing depends on $y$ or $z$. The magnetization of F is uniform and fixes the spin axis, so every electron belongs to one of two channels, labelled $+$ and $-$. Scattering is frequent enough that each channel has its own local electrochemical potential $\mu_\pm(x)$. With electron charge $-e$, we express it as a voltage,
\[
V_\pm=-\mu_\pm/e .
\]
The total resistivities are $\rho_F$ and $\rho_N$. The channel conductivities in F are
\begin{equation}
\sigma_\pm=\frac{1\pm\beta}{2\rho_F},\qquad -1<\beta<1,
\label{sigma}
\end{equation}
so that $\sigma_++\sigma_-=1/\rho_F$. In N the two channels are equal, which is the same expression with $\beta=0$ and $\rho_N$ in place of $\rho_F$. Formulas written below with $\rho$, $\beta$ and $l$ hold in either metal once its own values are inserted.

The outer ends are electrodes that hold both spins at one voltage, so $V_+=V_-$ there. The contact at $x=0$ is transparent: its plane has no resistance in either channel and flips no spins. The question is whether such a contact can still add to the resistance of the wire, and if so, how much and where.

\subsection*{(a) Which combinations of the two voltages obey simple equations?}

\textit{Write Ohm's law and charge balance for each channel. From them find separate equations for the difference $D=V_+-V_-$ and for the conductivity-weighted mean $W$ of the two voltages.}

\textbf{Solution.} Electrons drift towards lower electrochemical potential. Their particle current density in one channel is $-(\sigma_\pm/e^2)\mu_\pm'$, where a prime means $d/dx$. Multiplication by the charge $-e$ gives the electric current density $\sigma_\pm\mu_\pm'/e$. Since $\mu_\pm'=-eV_\pm'$,
\begin{equation}
J_\pm=-\sigma_\pm V_\pm' .
\label{ohm}
\end{equation}

Spin-flip scattering moves charge from one channel to the other. It has no net effect when the two channels are in equilibrium with each other, that is, when $D=0$. To first order in $D$ the charge passing from channel $+$ to channel $-$, per volume and time, is therefore $gD$. The coefficient $g$ is a conductance per volume, and it is positive because charge flows from the higher voltage to the lower. In a steady state the current in channel $+$ falls along $x$ by what leaves it, and channel $-$ gains the same amount:
\begin{equation}
J_+'=-gD,\qquad J_-'=+gD .
\label{balance}
\end{equation}

For the difference, differentiate \eqref{ohm} inside one metal, where $\sigma_\pm$ is constant. This gives $V_\pm''=-J_\pm'/\sigma_\pm$, and with \eqref{balance}
\[
D''=V_+''-V_-''=\frac{gD}{\sigma_+}+\frac{gD}{\sigma_-} .
\]
Hence
\begin{equation}
D''=\frac{D}{l^2},\qquad
\frac1{l^2}=g\left(\frac1{\sigma_+}+\frac1{\sigma_-}\right).
\label{diffusion}
\end{equation}
The length $l$ is the spin diffusion length, called $l_F$ in F and $l_N$ in N.

For the mean, define
\begin{equation}
W=\frac{\sigma_+V_++\sigma_-V_-}{\sigma_++\sigma_-}
=\frac{(1+\beta)V_++(1-\beta)V_-}{2}.
\label{mean}
\end{equation}
Its derivative is $W'=\rho(\sigma_+V_+'+\sigma_-V_-')=-\rho(J_++J_-)$, that is,
\begin{equation}
W'=-\rho J .
\label{Wslope}
\end{equation}
Adding the two equations \eqref{balance} gives $J'=0$. Thus $W$ is a straight line throughout each metal, with the slope that the bulk resistivity demands, however large the spin accumulation $D$ may be. The weights in \eqref{mean} differ between F and N, and this will matter at the contact.

\subsection*{(b) How is the spin current tied to the accumulation?}

\textit{Express $V_\pm$ and the spin current $J_s=J_+-J_-$ through $W$, $D$ and $J$. Then solve for $D$ in arms much longer than $l_F$ and $l_N$.}

\textbf{Solution.} Subtract \eqref{mean} from $V_+$ and from $V_-$:
\[
V_+-W=\frac{(1-\beta)V_+-(1-\beta)V_-}{2},\qquad
V_--W=\frac{-(1+\beta)V_++(1+\beta)V_-}{2}.
\]
Therefore
\begin{equation}
V_+=W+\frac{1-\beta}{2}D,\qquad V_-=W-\frac{1+\beta}{2}D .
\label{invert}
\end{equation}
The better conducting channel lies closer to $W$, because it has the larger weight.

Insert this into Ohm's law \eqref{ohm} and use $W'=-\rho J$:
\begin{align}
J_+&=-\frac{1+\beta}{2\rho}\left(-\rho J+\frac{1-\beta}{2}D'\right)
=\frac{1+\beta}{2}J-\frac{1-\beta^2}{4\rho}D',\nonumber\\
J_-&=-\frac{1-\beta}{2\rho}\left(-\rho J-\frac{1+\beta}{2}D'\right)
=\frac{1-\beta}{2}J+\frac{1-\beta^2}{4\rho}D'.\nonumber
\end{align}
The difference of the two lines is
\begin{equation}
J_s=\beta J-\frac{1-\beta^2}{2\rho}D' .
\label{spincurrent}
\end{equation}
The first term is the polarization that the bulk imposes on a current. The second is a diffusion of spin driven by the gradient of the accumulation.

Equation \eqref{diffusion} has the solutions $e^{x/l}$ and $e^{-x/l}$. In a long arm the condition $D=0$ at the far end suppresses the solution that grows away from the contact. Its relative weight is of order $e^{-2L/l}$, which is negligible when $L\gg l$. With $D_F$ and $D_N$ the values of $D$ on the two sides of the contact,
\[
D(x)=D_F\,e^{x/l_F}\quad(x<0),\qquad D(x)=D_N\,e^{-x/l_N}\quad(x>0).
\]
The slopes at the contact are $D_F/l_F$ and $-D_N/l_N$. Define
\begin{equation}
r_F=\frac{\rho_Fl_F}{1-\beta^2},\qquad r_N=\rho_Nl_N .
\label{rdef}
\end{equation}
Equation \eqref{spincurrent} then gives the spin current at the contact, seen from F and from N:
\begin{equation}
J_s(0^-)=\beta J-\frac{D_F}{2r_F},\qquad J_s(0^+)=\frac{D_N}{2r_N}.
\label{sides}
\end{equation}
Both $r_F$ and $r_N$ are resistances times area. They measure how much accumulation is needed to push a given spin current into a metal, where it is lost by spin flips. The factor $1-\beta^2$ is part of the definition of $r_F$, and the results below require it.

\subsection*{(c) How large is the accumulation at the contact?}

\textit{State what transparency implies for $V_\pm$ and $J_\pm$ at $x=0$, and find $D(0)$ and $J_s(0)$.}

\textbf{Solution.} A plane without resistance carries a finite current $J_\pm$ with no voltage across it. Hence $V_+$ is continuous and $V_-$ is continuous, each by itself. A plane without spin flips passes each channel current on unchanged, so $J_+$ and $J_-$ are continuous too. It follows that $D_F=D_N\equiv D_0$ and $J_s(0^-)=J_s(0^+)$. With \eqref{sides},
\[
\beta J-\frac{D_0}{2r_F}=\frac{D_0}{2r_N}
\quad\Longrightarrow\quad
\beta J=\frac{D_0}{2}\,\frac{r_F+r_N}{r_Fr_N},
\]
and therefore
\begin{equation}
D_0=2\beta J\,\frac{r_Fr_N}{r_F+r_N},\qquad
J_s(0)=\frac{D_0}{2r_N}=\beta J\,\frac{r_F}{r_F+r_N}.
\label{D0}
\end{equation}

Deep in F the spin current is $\beta J$; deep in N it is zero. Charge must therefore change channel somewhere, and by \eqref{balance} it does so where $D\neq0$. The accumulation grows until spin flips on both sides together remove the spin current $\beta J$. For $\beta J>0$ the sign is $V_+>V_-$. For $\beta>0$ and $J>0$, for example, electrons move from N into F, channel $+$ is drained more strongly, and the electrochemical potential $\mu_+=-eV_+$ lies below $\mu_-$.

\subsection*{(d) What does a voltmeter at the terminals read?}

\textit{Find the terminal voltage, and explain how a contact across which neither $V_+$ nor $V_-$ jumps can add to it.}

\textbf{Solution.} At the terminals $D=0$, so \eqref{invert} gives $V_+=V_-=W$, and the instrument reads $W(-L_F)-W(L_N)$. By \eqref{Wslope}, $W$ falls by $\rho_FL_FJ$ in F and by $\rho_NL_NJ$ in N. What remains is a possible step of $W$ at $x=0$. Solve \eqref{invert} for $W$ on either side, using the continuous value $V_+(0)$:
\[
W(0^-)=V_+(0)-\frac{1-\beta}{2}D_0,\qquad W(0^+)=V_+(0)-\frac12D_0 .
\]
The difference is
\begin{equation}
W(0^-)-W(0^+)=\frac{\beta D_0}{2}.
\label{step}
\end{equation}
The other channel must agree. From $W(0^-)=V_-(0)+\frac{1+\beta}{2}D_0$ and $W(0^+)=V_-(0)+\frac12D_0$ the difference is again $\beta D_0/2$. With \eqref{D0}, the terminal voltage divided by $J$ is
\begin{equation}
\rho_FL_F+\rho_NL_N+R_s,\qquad
R_s=\beta^2\,\frac{r_Fr_N}{r_F+r_N}.
\label{Rs}
\end{equation}

The step in $W$ is no jump of any electron's electrochemical potential. $W$ is an average, and at $x=0$ its weights change from $(1\pm\beta)/2$ to $1/2$ while the two averaged quantities stay continuous and unequal.

One can also follow a single channel through the wire, here for $\beta>0$, so that $D_0>0$. Approaching the contact in F, $V_+$ bends above the bulk line $W$ and ends $\frac{1-\beta}{2}D_0$ above it. Beyond the contact it starts $\frac12D_0$ above the bulk line of N and sinks to it. Beyond the two bulk drops, $V_+$ thus falls by $-\frac{1-\beta}{2}D_0$ in F and by $+\frac12D_0$ in N, in total $\frac{\beta}{2}D_0$. For $V_-$ the two amounts are $+\frac{1+\beta}{2}D_0$ and $-\frac12D_0$, with the same total. The extra voltage is gathered along continuous, curved profiles, within a few diffusion lengths of the contact.

\subsection*{(e) What do the limits say?}

\textit{Discuss the sign of $R_s$, its limits, and the case in which no spin flips occur anywhere in the wire.}

\textbf{Solution.} $R_s$ contains $\beta^2$, so it is never negative and does not change when the magnetization is reversed, which exchanges the roles of the two channels. It does not depend on the direction of $J$ either, because the equations are linear. A single contact of this kind therefore adds resistance but gives no magnetoresistance on reversal.

If $r_N\gg r_F$, then $R_s\to\beta^2r_F$ and $J_s(0)\to0$: N hardly accepts spin, and the current loses its polarization inside F. If $r_F\gg r_N$, then $R_s\to\beta^2r_N$ and $J_s(0)\to\beta J$: the current enters N with its full bulk polarization. In general the smaller of the two governs, since $R_s$ lies below both $\beta^2r_F$ and $\beta^2r_N$. For $\beta=0$ it vanishes.

Now let $g=0$ everywhere, so that the channels are two separate wires joined at the electrodes. Write $A=\rho_FL_F/(1-\beta^2)$ and $B=\rho_NL_N$. Channel $\pm$ has the series resistance
\[
a_\pm=\frac{2\rho_FL_F}{1\pm\beta}+2\rho_NL_N=2A(1\mp\beta)+2B .
\]
The two in parallel give
\[
\frac{a_+a_-}{a_++a_-}=\frac{4(A+B)^2-4\beta^2A^2}{4(A+B)}=A+B-\frac{\beta^2A^2}{A+B}.
\]
The bulk terms are $\rho_FL_F+\rho_NL_N=A(1-\beta^2)+B$. Subtracting them leaves
\begin{equation}
\beta^2A-\frac{\beta^2A^2}{A+B}=\beta^2\,\frac{AB}{A+B}.
\label{noflip}
\end{equation}
This is \eqref{Rs} with the arm lengths in place of the diffusion lengths. It shows the origin of the extra resistance in elementary terms. If the channels were shorted together everywhere, the current would divide in each metal in the ratio of the local conductivities, which gives the bulk sum. Separate channels must keep one division of current through both metals, and that costs more. Spin flips limit the stretch over which the channels are separate to about $l_F$ on one side and $l_N$ on the other.

\section*{Second half: heat, numbers and the limits of the model}

The symbols carry over as follows. F lies at $x<0$ and N at $x>0$. $V_\pm$ are the electrochemical potentials of the two spins as voltages, $D=V_+-V_-$, and $W$ is their conductivity-weighted mean. Channel conductivities are $(1\pm\beta)/(2\rho)$, with $\beta=0$ in N, and $g$ is the spin-flip conductance per volume. The results needed are
\begin{gather*}
J_\pm=-\sigma_\pm V_\pm',\qquad J_\pm'=\mp gD,\qquad
J_s=J_+-J_-=\beta J-\frac{1-\beta^2}{2\rho}D',\\
V_+=W+\frac{1-\beta}2D,\qquad V_-=W-\frac{1+\beta}2D,\\
r_F=\frac{\rho_Fl_F}{1-\beta^2},\qquad r_N=\rho_Nl_N,\\
D_0=2\beta J\frac{r_Fr_N}{r_F+r_N},\qquad R_s=\frac{\beta D_0}{2J}=\beta^2\frac{r_Fr_N}{r_F+r_N}.
\end{gather*}
Here $D_0$ is the accumulation at the transparent contact and $R_s$ the area resistance it adds when both arms are long.

A transparent contact between long arms adds the area resistance $R_s$ to the bulk terms, although neither $V_+$ nor $V_-$ jumps there. It remains to find where the extra heat is released, to put numbers to the effect, to treat a resistive contact plane and a thin ferromagnet, and to judge how far the model can be trusted.
